\section*{Second-order error of Kohler's variational resistivity with an approximate distribution}

\section{How good must the distribution be?}

A resistivity calculation for an interconnect metal reaches a point where the collision rates are known and the electron distribution is not. One must decide whether to solve the integral equation for the distribution or to insert a guess, such as a displaced Fermi sphere, and stop. The answer depends on which expression receives the guess. In the current, an error of ten per cent in the distribution generally gives an error of that order in the resistivity. In Kohler's quotient the first-order error cancels, and what remains cannot be negative, provided that the collision operator is symmetric and nonnegative.

\section{The linearized problem}

Let $f_k$ be the occupation of state $k$, with energy $E_k$ and velocity $v_k$, and let $f^0_k$ be the Fermi function at temperature $T$. The electron charge is $-e$, and a weak uniform field $F$ points along $x$. There is no magnetic field, and the phonons stay in equilibrium. The deviation is written as
\begin{equation}
f_k=f^0_k+\Big(-\frac{\partial f^0}{\partial E}\Big)_k\varphi_k,
\qquad -\frac{\partial f^0}{\partial E}=\frac{f^0(1-f^0)}{k_BT}.
\label{dev}
\end{equation}
If $Q_{kk'}$ is the transition rate from $k$ to $k'$, collisions remove electrons from $k$ at the net rate
\begin{equation}
L_k=\sum_{k'}\big[f_k(1-f_{k'})Q_{kk'}-f_{k'}(1-f_k)Q_{k'k}\big].
\label{loss}
\end{equation}
For golden-rule rates each pair of terms cancels in equilibrium. This detailed balance defines a symmetric matrix,
\begin{equation}
W_{kk'}=\frac{f^0_k(1-f^0_{k'})Q_{kk'}}{k_BT}=W_{k'k},
\label{db}
\end{equation}
whether the scattering is elastic or exchanges energy with phonons. Beyond the Born approximation, oriented defects without an inversion centre can have $Q_{kk'}\ne Q_{k'k}$ at equal energy (skew scattering); only the sums over $k'$ then balance, $W$ is not symmetric, and the case \eqref{nonsym} applies. This is excluded here. To first order in $\varphi$, the first term of \eqref{loss} changes by
\[
Q_{kk'}\big[(1-f^0_{k'})\,\delta f_k-f^0_k\,\delta f_{k'}\big]
=W_{kk'}\big[(1-f^0_k)\varphi_k-f^0_{k'}\varphi_{k'}\big],
\]
where \eqref{dev} was used for both deviations. The second term changes by the same expression with $k$ and $k'$ exchanged. In the difference, the coefficient of $\varphi_k$ is $1-f^0_k+f^0_k=1$ and that of $\varphi_{k'}$ is $-1$. Hence
\begin{equation}
L_k=(P\varphi)_k=\sum_{k'}W_{kk'}(\varphi_k-\varphi_{k'}).
\label{P}
\end{equation}

Define $\langle a,b\rangle=(2/V)\sum_k a_kb_k$ for real functions, with volume $V$ and a factor 2 for spin. Averaging $\langle\psi,P\varphi\rangle$ with the same sum after exchange of $k$ and $k'$ gives
\begin{equation}
\langle\psi,P\varphi\rangle=\frac1V\sum_{kk'}W_{kk'}
(\psi_k-\psi_{k'})(\varphi_k-\varphi_{k'}).
\label{sym}
\end{equation}
The right side is symmetric in $\psi$ and $\varphi$, and it is nonnegative for $\psi=\varphi$. The operator therefore has the two properties needed below. A constant $\varphi$ is a null vector, because collisions conserve the number of electrons.

In the steady state the force $-eF$ balances the collisions: $-eFv_x\,\partial f^0/\partial E=-P\varphi$. Thus
\begin{equation}
P\varphi=FX,\qquad X=-ev_x\Big(-\frac{\partial f^0}{\partial E}\Big).
\label{boltz}
\end{equation}
Let $\varphi_0$ be the solution for unit field, $P\varphi_0=X$. The current density is $j=(2/V)\sum_k(-e)v_x\,\delta f_k=\langle X,\varphi\rangle$, so the conductivity and resistivity are
\begin{equation}
\sigma=\langle X,\varphi_0\rangle=\langle\varphi_0,P\varphi_0\rangle\equiv N,
\qquad \rho=\frac1N .
\label{N}
\end{equation}

A solution requires $X$ to be orthogonal to every null vector $z$, since $\langle z,X\rangle=\langle z,P\varphi_0\rangle=\langle Pz,\varphi_0\rangle=0$. For constants this holds when $E_k=E_{-k}$, because $X$ is then odd in $k$. If collisions conserved a quantity $z$ with $\langle z,X\rangle\ne0$, such as the total momentum of free electrons, no steady solution would exist. We assume that the solution exists and that $X\neq0$. Then $N>0$: as shown below, $\langle\varphi_0,P\varphi_0\rangle=0$ would imply $P\varphi_0=X=0$.

\section{The error of Kohler's functional}

For a trial function with $\langle\varphi,X\rangle\ne0$, Kohler's functional is
\begin{equation}
\rho[\varphi]=\frac{\langle\varphi,P\varphi\rangle}{\langle\varphi,X\rangle^2}.
\label{K}
\end{equation}
For the true distribution $F\varphi_0$ the numerator is $F^2N=jF$, the Joule heat per volume and time, and the denominator is $j^2$. The functional does not depend on the amplitude of $\varphi$.

Write $\varphi=\varphi_0+\eta$ and define two dimensionless numbers,
\begin{equation}
a=\frac{\langle\eta,X\rangle}{N},\qquad b=\frac{\langle\eta,P\eta\rangle}{N}.
\label{ab}
\end{equation}
The denominator of \eqref{K} contains $\langle\varphi,X\rangle=N+\langle\eta,X\rangle=N(1+a)$. The numerator has four terms,
\[
\langle\varphi,P\varphi\rangle=\langle\varphi_0,P\varphi_0\rangle
+\langle\eta,P\varphi_0\rangle+\langle\varphi_0,P\eta\rangle+\langle\eta,P\eta\rangle .
\]
The first is $N$ and the last is $bN$. The second is $\langle\eta,X\rangle=aN$ by the Boltzmann equation. The third equals the second because $P$ is symmetric. Therefore
\begin{equation}
\frac{\rho[\varphi]}{\rho}=\frac{1+2a+b}{(1+a)^2}.
\label{ratio}
\end{equation}
Subtracting $1=(1+2a+a^2)/(1+a)^2$ removes the terms linear in $\eta$:
\begin{equation}
\boxed{\;\frac{\rho[\varphi]}{\rho}-1=\frac{b-a^2}{(1+a)^2}\;}
\label{main}
\end{equation}
This is an identity, valid also for large $\eta$.

Its sign follows from the nonnegativity of $P$ applied to $\zeta=\eta-a\varphi_0$:
\begin{equation}
0\le\langle\zeta,P\zeta\rangle=bN-2a(aN)+a^2N=N(b-a^2).
\label{CS}
\end{equation}
The error is thus never negative. It vanishes when $\langle\zeta,P\zeta\rangle=0$, which implies $P\zeta=0$. To see this, take any $\chi$ and real $t$; then $0\le\langle\zeta+t\chi,P(\zeta+t\chi)\rangle=2t\langle\chi,P\zeta\rangle+t^2\langle\chi,P\chi\rangle$. For small $t$ of either sign this is possible only if $\langle\chi,P\zeta\rangle=0$, and $\chi$ is arbitrary. So the error is strictly positive unless
\begin{equation}
\varphi=(1+a)\varphi_0+z,\qquad Pz=0,
\label{equal}
\end{equation}
that is, unless the trial is a rescaled solution plus a null vector. In that case it is zero.

For a trial $\varphi_0+\epsilon h$ with fixed $h$, let $a_h$ and $b_h$ be the numbers \eqref{ab} for $\eta=h$. Then $a=\epsilon a_h$, $b=\epsilon^2b_h$, and
\begin{equation}
\frac{\rho[\varphi_0+\epsilon h]}{\rho}-1
=\frac{\epsilon^2(b_h-a_h^2)}{(1+\epsilon a_h)^2}
=\epsilon^2(b_h-a_h^2)+O(\epsilon^3).
\label{eps}
\end{equation}
This is the second-order law, for finite $b_h$.

There is a geometric reading. With $\langle\cdot,P\,\cdot\rangle$ as scalar product, the angle $\theta$ between $\varphi$ and $\varphi_0$ has
\begin{equation}
\cos\theta=\frac{\langle\varphi_0,P\varphi\rangle}
{\sqrt{\langle\varphi_0,P\varphi_0\rangle\langle\varphi,P\varphi\rangle}}
=\frac{1+a}{\sqrt{1+2a+b}} .
\label{angle}
\end{equation}
Comparison with \eqref{ratio} gives $\rho[\varphi]/\rho=1/\cos^2\theta$, so the relative error is $\tan^2\theta$. An error of amplitude does not change the angle and costs nothing.

\section{Where the cancellation is lost}

\paragraph{The current as estimator.} If the same trial is taken as the response to unit field, the estimate $1/\langle\varphi,X\rangle=1/[N(1+a)]$ has the relative error
\begin{equation}
\frac{1}{1+a}-1=-\frac{a}{1+a},
\label{cur}
\end{equation}
which is of first order and can have either sign.

\paragraph{A nonsymmetric operator.} Put $a'=\langle\varphi_0,P\eta\rangle/N$. Without symmetry $a'$ differs from $a$ in general, the numerator of \eqref{K} is $N(1+a+a'+b)$, and
\begin{equation}
\frac{\rho[\varphi]}{\rho}-1=\frac{(a'-a)+b-a^2}{(1+a)^2}.
\label{nonsym}
\end{equation}
The term $a'-a$ is linear in $\eta$ and changes sign with it. A magnetic field has this effect when its force term is included in the operator, since that term is a first derivative along the orbit and is antisymmetric under integration by parts.

\paragraph{An infinite quadratic form.} The size of $\eta$ is measured by $\langle\eta,P\eta\rangle$, not by its mean square. If scattering becomes very strong for some directions, a small deviation there can make $b$ infinite. The example below contains such a case.

\section{Several trial functions}

Since the error cannot be negative, free parameters may be fixed by minimizing. Take $\varphi=\sum_ic_iu_i$, with $A_{ij}=\langle u_i,Pu_j\rangle$ and $x_i=\langle u_i,X\rangle$, and assume that no combination of the $u_i$ is a null vector, so that $A$ is positive definite. Assume also that $x\neq0$. As the amplitude is free, set $c^{T}x=1$ and minimize $c^{T}Ac$. A Lagrange multiplier $\ell$ gives $Ac=\ell x$, or $c=\ell A^{-1}x$. The constraint gives $\ell=1/(x^{T}A^{-1}x)$, and the minimum is
\begin{equation}
\rho_{\min}=c^{T}Ac=\ell\,c^{T}x=\frac{1}{x^{T}A^{-1}x}\ \ge\rho .
\label{ritz}
\end{equation}
Adding a function enlarges the set searched and cannot raise the minimum.

\section{Grain boundaries in an interconnect line}

\subsection{The collision operator}

Consider free electrons on a Fermi sphere, scattered elastically. Let $\mu=\cos\theta_k$ be the cosine of the angle between velocity and current. Background scattering is isotropic, with time $\tau$ and mean free path $\lambda=v_F\tau$. Plane grain boundaries stand across the line at mean distance $D$ and reverse $\mu$.

Each boundary is modelled by a potential $S\delta(x)$. Let $q=k_F|\mu|$ and $\kappa=mS/\hbar^2$. For an incident wave of unit amplitude, continuity gives $1+r=t$, and the jump of slope gives $iqt-iq(1-r)=2\kappa t$. Inserting $r=t-1$ yields $t=iq/(iq-\kappa)$ and $r=\kappa/(iq-\kappa)$. The reflection probability $R(\mu)=|r|^2$ thus obeys
\begin{equation}
\frac{R(\mu)}{1-R(\mu)}=\frac{\kappa^2}{q^2}=\frac{1}{\mu^2}\frac{R}{1-R},
\label{delta}
\end{equation}
where $R$ without argument refers to normal incidence.

Two barriers in series without phase memory transmit $T_{12}=T_1T_2/(1-R_1R_2)$, the sum over repeated reflections. With $T_i=1-R_i$,
\[
\frac{1-T_{12}}{T_{12}}=\frac{R_1+R_2-2R_1R_2}{T_1T_2}=\frac{R_1}{T_1}+\frac{R_2}{T_2},
\]
so the ratios \eqref{delta} add. Now replace the barriers by a uniform reversal rate $w$. The forward and backward fluxes obey $dJ_\pm/dx=-(w/v_F|\mu|)(J_+-J_-)$. Their difference is constant and equals the transmission $T_L$ for unit incident flux. Over a length $L$, $J_+$ falls from 1 to $T_L$, hence $(1-T_L)/T_L=wL/(v_F|\mu|)$. Equating the ratios per unit length gives
\begin{equation}
w=\frac{v_F}{D|\mu|}\frac{R}{1-R}=\frac{\alpha}{2\tau|\mu|},
\qquad \alpha=\frac{2\lambda}{D}\frac{R}{1-R}.
\label{alpha}
\end{equation}

Factor out $-\partial f^0/\partial E$ by $P=(-\partial f^0/\partial E)C$, and set $\varphi=-ev_F\chi$. The Boltzmann equation becomes $C\chi=\mu$, with
\begin{equation}
C\chi=\frac{\chi-\bar\chi}{\tau}+\frac{\alpha}{2\tau|\mu|}\big[\chi(\mu)-\chi(-\mu)\big],
\label{C}
\end{equation}
where $\bar\chi$ is the average over the sphere. Both terms are symmetric and nonnegative in $(a,b)=\frac12\int_{-1}^1ab\,d\mu$. For $\alpha=0$, $\chi=\tau\mu$ and $(\mu,\chi)=\tau/3$. Dividing \eqref{K} by the background resistivity $\rho_0$ therefore gives
\begin{equation}
\frac{\rho[\chi]}{\rho_0}=\frac{\tau}{3}\,\frac{(\chi,C\chi)}{(\chi,\mu)^2},
\qquad \rho_0=\frac{mv_F}{ne^2\lambda}.
\label{Ksphere}
\end{equation}

\subsection{Solution and bounds}

The solution is odd, so $\bar\chi=0$ and the bracket in \eqref{C} is $2\chi$. Then $(\chi_0/\tau)(1+\alpha/|\mu|)=\mu$, or
\begin{equation}
\chi_0=\tau\mu\,\frac{|\mu|}{|\mu|+\alpha}.
\label{chi0}
\end{equation}
With $\mu^3/(\mu+\alpha)=\mu^2-\alpha\mu+\alpha^2-\alpha^3/(\mu+\alpha)$, the conductivity is
\begin{equation}
\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^3\,d\mu}{\mu+\alpha}
=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\Big(1+\frac1\alpha\Big).
\label{exact}
\end{equation}

For odd functions $\tau(u,Cv)=\int_0^1uv(1+\alpha/\mu)\,d\mu$. The displaced sphere $\chi=\mu$ has $\tau(\mu,C\mu)=1/3+\alpha/2$ and $(\mu,\mu)=1/3$, so \eqref{Ksphere} gives the bound
\begin{equation}
\frac{\rho[\mu]}{\rho_0}=3\Big(\frac13+\frac\alpha2\Big)=1+\frac{3\alpha}{2}.
\label{bound}
\end{equation}

\emph{Weak boundaries.} At fixed $\mu\ne0$, $\chi_0/\tau=\mu-\alpha\,\mathrm{sgn}\,\mu+O(\alpha^2)$, so the trial is wrong at first order in $\alpha$. The relative excess of the bound is $(1+3\alpha/2)\,\sigma/\sigma_0-1$. Its linear terms cancel, leaving $(3-9/4)\alpha^2=3\alpha^2/4$. At $\alpha=0.001$ the excess divided by $\alpha^2$ is 0.734. The difference from 0.75 has two parts: the logarithm in \eqref{exact} contributes $-3\alpha\ln(1/\alpha)=-0.0207$, and the product of $3\alpha/2$ with $3\alpha^2$ contributes $+9\alpha/2=+0.0045$.

\emph{Strong boundaries.} For $\alpha\gg1$ the integral in \eqref{exact} tends to $1/(4\alpha)$, so $\rho/\rho_0\to4\alpha/3$, while the bound tends to $3\alpha/2$. The excess approaches $1/8$, or 12.5 per cent. In this limit $\chi_0\propto\mu|\mu|$, which suggests this function as a second trial.

A tempting alternative is $\mathrm{sgn}\,\mu$, the first-order correction itself. But $\int_0^1(1+\alpha/\mu)\,d\mu$ diverges, so $\mu+\epsilon\,\mathrm{sgn}\,\mu$ gives an infinite functional for any $\epsilon\ne0$, however small; the divergence is logarithmic and comes from grazing directions. This is the failure announced above.

\subsection{Numbers}

Take $n=8\times10^{22}$ cm$^{-3}$, $\lambda=40$ nm, $D=50$ nm and $R=0.2$. Then $R/(1-R)=0.25$ and $\alpha=2(40/50)(0.25)=0.4$. The Fermi velocity is $1.54\times10^6$ m/s, and $\rho_0=1.71$ $\mu\Omega\,$cm. Boundaries reduce $\chi_0/(\tau\mu)$ to 0.71 at $\mu=1$ and to 0.20 at $\mu=0.1$, so the distribution is far from a displaced sphere. Nevertheless:

\begin{center}
\begin{tabular}{lccc}
 & $\rho/\rho_0$ & $\rho$ ($\mu\Omega\,$cm) & excess\\
solution \eqref{exact} & 1.564 & 2.68 & --\\
trial $\mu$ & 1.600 & 2.74 & 2.3\,\%\\
trials $\mu$, $\mu|\mu|$ & 1.567 & 2.68 & 0.18\,\%
\end{tabular}
\end{center}

The angle of \eqref{angle} for the trial $\mu$ has $\tan\theta=0.152$, and $0.152^2=0.023$ is the excess. For two functions, with $A$ in units of $1/\tau$, $A_{11}=1/3+\alpha/2=8/15$, $A_{12}=1/4+\alpha/3=23/60$, $A_{22}=1/5+\alpha/4=3/10$ and $x=(1/3,1/4)$. Hence $\det A=47/3600$ and
\[
x^TA^{-1}x=\frac{A_{22}x_1^2-2A_{12}x_1x_2+A_{11}x_2^2}{\det A}
=\frac{1/360}{47/3600}=\frac{10}{47}.
\]
By \eqref{ritz} and \eqref{Ksphere}, $\rho_{\min}/\rho_0=47/30=1.567$.

To see the order of the error at fixed $\alpha$, let the trial be $\chi_0+\epsilon h$ with $h=\tau\mu-\chi_0$. It runs from the solution at $\epsilon=0$ to the boundary-free distribution at $\epsilon=1$. Here $a_h=0.5638$ and $b_h=0.3745$, so $b_h-a_h^2=0.0566$. For $\epsilon=0.1$, \eqref{eps} gives $0.0566\times0.01/1.0564^2=0.051$ per cent. The relative errors are:

\begin{center}
\begin{tabular}{rcc}
$\epsilon$ & functional \eqref{K} & current \eqref{cur}\\
$-0.2$ & $+0.29\,\%$ & $+12.7\,\%$\\
$-0.1$ & $+0.064\,\%$ & $+6.0\,\%$\\
$0.1$ & $+0.051\,\%$ & $-5.3\,\%$\\
$0.2$ & $+0.18\,\%$ & $-10.1\,\%$\\
$1$ & $+2.3\,\%$ & $-36\,\%$
\end{tabular}
\end{center}

Doubling a small $\epsilon$ roughly doubles the current error and quadruples that of the functional, which stays positive for both signs. The functional error is small for a further reason: $a_h^2/b_h=0.85$, so most of $h$, measured by $P$, lies along $\chi_0$ and is a harmless change of amplitude. At $\epsilon=1$ the current estimate returns $\rho_0$ and misses the boundaries altogether.

\subsection{The model and a real line}

The inputs are rough typical values for a good interconnect metal near room temperature; the value of $R$ is an assumption of the example. The Mayadas--Shatzkes formula used to fit measured lines has the form \eqref{exact} but defines $\alpha$ without the factor 2 of \eqref{alpha}, so a fitted $R/(1-R)$ corresponds to twice the ratio used here. The largest omission sized here is surface scattering. For a film with two diffuse walls parallel to the current, $\sigma/\sigma_0=3\langle n_x^2(1-e^{-s/\lambda})\rangle$, where $n_x$ is the direction cosine along the current, $s$ the distance back to the wall, and the average runs over depth and direction. A 50 nm film without grains then has $\rho/\rho_0=1.37$. Simply adding this increase would raise the 2.68 $\mu\Omega\,$cm by 23 per cent; walls and grains treated together give $\rho/\rho_0=1.90$, a rise of 21 per cent, and a real line has four side walls. At 105 $^\circ$C, with $\lambda\propto1/T$ and $D$ and $R$ fixed, the model gives 3.13 $\mu\Omega\,$cm, 17 per cent more than at 300 K. Letting half the electrons in every direction have $0.8\lambda$ and half $1.2\lambda$ adds 0.9 per cent, and 25 meV phonons add 0.1 per cent, both at fixed mean $\lambda$. If the path instead depends on direction, the sign is not fixed: with paths in the ratio $1.2:0.8$ or $0.8:1.2$ for $|\mu|$ above and below $0.5$, at fixed $\rho_0$, the change is $-1$ or $+2$ per cent. At 2 MA/cm$^2$ the field is 5.4 V/cm, and the energy gained over one path is $8\times10^{-4}k_BT$, so linear response is adequate.

Keeping the boundaries at discrete, equally spaced positions, instead of smearing them into \eqref{alpha}, lowers $\rho/\rho_0$ from 1.564 to 1.557. Random, nearly exponentially distributed spacings with the same mean give 1.553. These shifts of 0.4 and 0.7 per cent exceed the 0.18 per cent excess of the two-function bound. For this line a third trial function would refine the solution of \eqref{C} below the accuracy of \eqref{C} itself. The inequality $\rho[\varphi]\ge\rho$ concerns the resistivity belonging to the chosen operator; it is not an upper bound on the resistivity of a real line, whose omitted scattering can place it above 1.6$\,\rho_0$. The numerical output below gives further digits.

\section*{Computed results}
\begin{verbatim}
electron density = 8.0e+22 cm^-3
background mean free path = 40 nm
grain length = 50 nm
normal-incidence reflection R = 0.20
R/(1-R) = 0.250
boundary strength alpha = 0.400
Fermi energy = 6.77 eV
Fermi velocity = 1.543e+06 m/s
background resistivity rho0 = 1.711 microohm cm
phi0/(tau mu) at mu=1.0: 0.7143
phi0/(tau mu) at mu=0.5: 0.5556
phi0/(tau mu) at mu=0.1: 0.2000
exact model rho/rho0 = 1.56380
one-function bound rho/rho0 = 1.60000
two-function bound rho/rho0 = 1.56667
two-function coefficient ratio c2/c1 = 1.3333
exact model rho = 2.676 microohm cm
one-function rho = 2.738 microohm cm
two-function rho = 2.681 microohm cm
one-function excess = 2.315 %
two-function excess = 0.184 %
tan(theta), one function = 0.1522
small-alpha excess/alpha^2 at alpha=0.001: 0.7337
for h = tau mu - phi0: a = 0.56380, b = 0.37448
trial phi0 + eps h: functional error, current error
eps=-0.20: +0.2877 %, +12.709 %
eps=-0.10: +0.0636 %, +5.975 %
eps=-0.05: +0.0150 %, +2.901 %
eps=+0.05: +0.0134 %, -2.742 %
eps=+0.10: +0.0507 %, -5.337 %
eps=+0.20: +0.1829 %, -10.133 %
eps=+1.00: +2.3151 %, -36.053 %
dense-boundary check rho/rho0 = 1.56380
discrete boundaries rho/rho0 = 1.5570
change from discreteness = -0.44 %
diffuse 50 nm film, no grains: rho/rho0 = 1.3664
at 378 K, path ~ 1/T: rho = 3.128 microohm cm
25 meV phonon inelasticity: +0.094 %
20 % path anisotropy: +0.906 %
(kT/EF)^2 at 300 K = 1.46e-05
field at 2 MA/cm^2 = 5.35 V/cm
energy gain per path / kT = 8.28e-04
\end{verbatim}
